**Why surface core-level shifts change sign near half filling of the d band**

Let the d states of a transition-metal atom form a rectangular band: ten states spread evenly over a width $W$ about a centre $\varepsilon$. The bulk atom has width $W_b$, centre $\varepsilon_b$ and $N$ d electrons. The surface atom has width $W_s=rW_b$ with $r<1$, the same Fermi level $E_F$, and a centre displaced by $V=\varepsilon_s-\varepsilon_b$, chosen so that it also holds $N$ electrons. The only energy in the problem is $W_b$, so $V=W_b\,f(N,r)$, and $f(N,1)=0$ because identical bands need no displacement. A rectangle is unchanged by reflection of energies about its centre. Reflecting everything about $\varepsilon_b$ turns electrons into holes, $N\to10-N$, and sends $V\to-V$. Hence $f(N,r)=-f(10-N,r)$ and $V=0$ at $N=5$. Symmetry fixes this zero but not the sign on either side. Energies are in hartree (Ha), and $N$ is the d count, not the group number.

**Narrowing**

The local density of states of an orbital $|i\rangle$ is $\rho_i(E)=\langle i|\delta(E-H)|i\rangle$, so its centroid is $\langle i|H|i\rangle=\varepsilon_i$. Inserting a complete set of orbitals into the second central moment gives
$$\mu_2=\langle i|(H-\varepsilon_i)^2|i\rangle=\sum_{j\ne i}|H_{ij}|^2=Z\beta^2 .$$
The diagonal term cancels, so $V$ does not enter. Here $Z$ is the number of nearest neighbours and $\beta^2$ the squared hopping per bond averaged over the five d orbitals, assumed equal at surface and bulk, which neglects changes of bond length. For the rectangle, $\mu_2=\frac1W\int_{-W/2}^{W/2}x^2dx=W^2/12$. Therefore $W=\sqrt{12Z}\,\beta$ and
$$r=\sqrt{Z_s/Z_b},\qquad \Delta W\equiv W_b-W_s=W_b(1-r).$$

**Charge transfer and the potential that opposes it**

The density of states is $10/W$ and the band bottom lies at $\varepsilon-W/2$, so
$$N=10\left[\frac{x}{W_b}+\frac12\right],\qquad N_s=10\left[\frac{x-V}{W_s}+\frac12\right],\qquad x\equiv E_F-\varepsilon_b=W_b\frac{N-5}{10}.$$
With $V=0$ the difference is $\delta N_0=10x(1/W_s-1/W_b)=(N-5)(1/r-1)$. This counts electrons while $E_F$ lies inside the undisplaced surface band, $|N-5|<5r$; beyond that the surface count stops at 0 or 10, and $\delta N_0$ below stands for the linear expression. Narrowing draws all states towards the centre. If $E_F$ lies below the centre, states cross it upwards and the surface atom loses electrons; if it lies above, states cross it downwards and the atom gains electrons.

Extra electrons raise the local electron energy. In mean field, $V=U\,\delta N$ with $U>0$ and $\delta N=N_s-N=\delta N_0-10V/W_s$. Then $V(1+10U/W_s)=U\delta N_0$. Since $1/r-1=\Delta W/W_s$, multiplying by $W_s$ gives
$$V=\Delta W\,\frac{N-5}{10}\;\frac{10U}{W_s+10U}.$$
This holds while $E_F$ lies inside the surface band. The last factor is between 0 and 1, so $U$ changes the size of $V$ and never its sign. Layer neutrality is the limit $U\gg W_s/10$, where $\delta N=V/U\to0$ and
$$V=\Delta W\,\frac{N-5}{10}.$$
For an empty or full band, neutrality holds for every $V$ that keeps the surface band wholly on one side of $E_F$, so it fixes nothing; the result needs $0<N<10$.

**From the band to the core**

Define the binding energy $E_B=E_F-\varepsilon_c$ and the shift $\Delta E_B=E_B(\text{surface})-E_B(\text{bulk})$. The initial-state picture uses the ground-state core eigenvalue $\varepsilon_c$. A spherical charge lying outside both the core and the d shell produces a constant potential inside, which moves both levels equally. Then $\varepsilon_c$ rises by $V$, and
$$\Delta E_B^{\rm ini}=-V=\Delta W\,\frac{5-N}{10}:$$
higher binding energy at the surface below half filling, lower above.

Real valence charge penetrates the d shell, which by itself moves the inner 2p level more than 3d, and the remaining electrons relax in response, so the equality is approximate. Self-consistent calculations on the Zn atom (PBE, def2-TZVP basis, nonrelativistic) show the net effect of both. Removing 0.1 electron from 4s moves 2p by $-0.0321$ Ha and 3d by $-0.0324$ Ha, a ratio of 0.992. Removing it from 3d gives $-0.0590$ and $-0.0539$ Ha, a ratio of 1.094. The last digits depend on the basis: near the basis-set limit the four shifts are smaller in size by 0.0004 to 0.0007 Ha and the ratios become 0.990 and 1.103. In this closed-shell atom the 2p level moves in the same direction as the d level and follows the d shift to about 1% for 4s charge and about 10% for 3d charge.

**The screened final state**

A measured binding energy is a total-energy difference. In a metal the ionized atom is screened to neutrality, and to the valence electrons a core hole resembles one extra nuclear charge (the equivalent-core or $Z+1$ picture). Assume that the screening electron enters the d band, so the atom holds $N+1$ electrons ($N\le9$), and that hoppings and repulsive terms are unchanged.

The energy of site $i$ is its bond energy, measured from its own centre. The remaining piece $NV$ of the band energy is dropped because a neutral atom gains no energy in a constant potential: the ion's term cancels the electrons'. With upper limit $y=W_i(N-5)/10$,
$$E_i(N)=\frac{10}{W_i}\int_{-W_i/2}^{y}E\,dE=\frac{5}{W_i}\left(y^2-\frac{W_i^2}{4}\right)=\frac{W_i}{20}\left[(N-5)^2-25\right]=-\frac{W_iN(10-N)}{20}.$$
The neighbours keep their widths and counts, so in this model their energies do not change, and the atomic cost of the hole is the same on both sites. The shift is then the segregation energy of a $Z+1$ impurity. With $\gamma(N)=E_s(N)-E_b(N)=\Delta W\,N(10-N)/20$,
$$\Delta E_B=\gamma(N+1)-\gamma(N)=\frac{\Delta W}{20}\left[(9+8N-N^2)-(10N-N^2)\right]=\Delta W\,\frac{9-2N}{20}.$$
The two pictures are linked by $d\gamma/dN=\Delta W(10-2N)/20=-V(N)$. Therefore
$$\Delta E_B=\int_0^1[-V(N+\lambda)]\,d\lambda=-V(N)-\frac{\Delta W}{10}\int_0^1\lambda\,d\lambda=\Delta E_B^{\rm ini}-\frac{\Delta W}{20}.$$
The initial-state shift is the slope of the parabolic surface energy, which peaks at half filling; the full shift is that slope at $N+\tfrac12$, and its zero lies at $N=4.5$. The relaxation term is negative because the top filled level rises by only $W_s/10$ per added electron in the surface band, against $W_b/10$ in the bulk; the screening electron pays half of that rise on average, which gives $(W_s-W_b)/20$.

**Numbers for a model fcc(111) surface**

Take the round value $W_b=0.3$ Ha (8.16 eV). The (111) surface has $Z_s=9$ of $Z_b=12$, so $r=\sqrt{9/12}=0.86603$, $W_s=0.25981$ Ha and $\Delta W=0.3-0.25981=0.04019$ Ha (1.09 eV).

For $N=8$, $x=0.3\times3/10=0.09$ Ha and $\delta N_0=3(1/0.86603-1)=+0.464$ electrons. Neutrality requires $V=0.04019\times3/10=0.01206$ Ha, so $\Delta E_B^{\rm ini}=-0.33$ eV. The bond energies give
$$\Delta E_B=(-0.11691+0.20785)-(-0.13500+0.24000)=-0.0141\ \text{Ha}=-0.38\ \text{eV},$$
which includes the relaxation part $-0.04019/20=-0.0020$ Ha ($-0.055$ eV). For $U=0.1$ Ha the feedback factor is $1/(0.25981+1)=0.794$, giving $V=0.0096$ Ha with 0.096 extra electrons left over; for $U=1$ Ha it is 0.975.

| $N$ | initial (eV) | with screening (eV) |
|---|---|---|
| 2 | +0.33 | +0.27 |
| 4 | +0.11 | +0.05 |
| 5 | 0.00 | −0.05 |
| 6 | −0.11 | −0.16 |
| 8 | −0.33 | −0.38 |

More open faces scale every entry through $\Delta W$: 0.055 Ha for (100) with $Z_s=8$, and 0.071 Ha for (110) with $Z_s=7$.

**What survives without the rectangle**

Let $n_i(E)=\int^E\rho_i\,dE'$ be the filling per orbital. If the surface band is the bulk band compressed by $r$ about its centroid, $n_s(E)=n_b\big(\varepsilon_b+(E-\varepsilon_s)/r\big)$. Neutrality equates the arguments, $(x-V)/r=x$, so $V=(1-r)x$. The zero occurs where $E_F$ meets the centroid, which is half filling only if the centroid is also the median. For a rising triangle $\rho=2s$ on $0\le s\le1$, the centroid is $\int_0^1 2s^2ds=2/3$ and the filling below it is $(2/3)^2$, so $N=40/9=4.44$.

A sign change is forced even without rescaling. Put $\varepsilon_b=0$, $V=0$, $\delta\rho=\rho_s-\rho_b$ and $\delta n=n_s-n_b$, which vanishes below and above the band. Integration by parts then has no boundary terms:
$$\int\delta n\,dE=-\int E\,\delta\rho\,dE=0,\qquad \int E\,\delta n\,dE=-\frac12\int E^2\delta\rho\,dE=\frac{(Z_b-Z_s)\beta^2}{2}>0 .$$
The second relation shows that $\delta n$ is not identically zero, so the first makes it take both signs; the second also says that, as a weighted average, it is negative at low and positive at high energy. Neither fixes the number of zeros. For independent electrons the grand potential is a minimum over states of functions linear in $V$, hence concave, and its slope in $V$ is the layer occupation, which therefore cannot rise with $V$. The neutralizing $V$ thus has the sign of $\delta n(E_F)$.

The simple cubic (100) surface, with one orbital per site and hopping $-\beta$, can be solved. The energy is a planar part with density $\rho_{2}$ plus a chain part $e=-2\beta\cos\theta$, $0<\theta<\pi$. The bulk weight is $d\theta/\pi$. A chain that ends has standing waves $\sin j\theta$, so the first site carries $(2/\pi)\sin^2\theta\,d\theta$. The cumulative difference is
$$D=\frac1\pi\int_0^\theta(2\sin^2\theta'-1)\,d\theta'=-\frac{\sin\theta\cos\theta}{\pi},$$
which is odd in $e$, positive for $e>0$ and zero at the chain's band edges. With $F_2$ the cumulative of $\rho_2$, $\delta n(E)=\int D'(e)F_2(E-e)\,de$; integrating by parts and folding $e\to-e$,
$$\delta n(E)=\int_0^{2\beta}D(e)\,\big[\rho_2(E-e)-\rho_2(E+e)\big]\,de .$$
The square-lattice density is proportional to the complete elliptic integral $K(m)$ with $m=1-u^2/16\beta^2$ at energy $u$; it is even and falls as $|u|$ grows, because $K$ increases with $m$. For $E>0$, $|E-e|<|E+e|$, so $\delta n>0$ inside the band. There is one zero, exactly at half filling.

The size is another matter. Shifting only the top layer of a 200-layer slab to neutrality gives $V/\beta=0.092,\ 0.159,\ 0.127,\ 0.247$ at $n=0.6,\ 0.7,\ 0.8,\ 0.9$, against $0.074,\ 0.148,\ 0.222,\ 0.296$ for the rectangle of equal $\mu_2$. Relative to the slab value, the rectangle is 20% low at $n=0.6$ and about 75% high at $n=0.8$. The slab values are not monotonic: they dip at $n=0.8$. A conjecture, not tested here, is that the dip follows the van Hove kink of the bulk density of states, which the rectangle lacks. Rescaling the bulk band keeps the kink but gives no dip, since $V=(1-r)x$ rises with the filling.

On the fcc lattice, three-step closed paths exist, each contributing $(-\beta)^3$ to the third moment; there are 48, so $\mu_3=-48\beta^3$ and the skewness is $-48/12^{3/2}=-1.155$. For fcc(100) the computed $\delta n$ changes sign once on the energy grid, at $E=-0.56\beta$ and $n=0.33$. The centroid corresponds to $n=0.38$, so the surface band is not a pure rescaling of the bulk one. This one-orbital band illustrates how far asymmetry can move the zero; it is not a prediction for five d orbitals. In a real series the band shape, the screening term and the sp share of both the valence and the screening charge all enter, so the model locates the crossing only near the middle of the d filling. The band is also taken as spin-degenerate, which leaves out the exchange splitting of magnetic 3d metals.

The numerical check below tests the closed forms against quadrature and root finding, the surface first and second moments, the second sum rule and the sign of $\delta n$ on the simple cubic lattice, both sum rules and the bulk third moment on fcc, the sign and oddness of the slab potential, and, for Zn, the common direction of the 2p and 3d shifts and their equality to within 15% of the 3d shift on 4s removal.

## Calculated quantities

```
Wb = 0.3 Ha = 8.163 eV; Zb = 12; Zs(111) = 9
mu2 bulk = 0.00750 Ha^2; beta = 0.02500 Ha; r = 0.86603
Ws = 0.25981 Ha; dW = 0.04019 Ha = 1.0937 eV
fcc(1, 0, 0): Zs = 8; dW = 0.05505 Ha
fcc(1, 1, 0): Zs = 7; dW = 0.07087 Ha
N: dN unshifted (e); SCLS initial; SCLS total (Z+1)
1: -0.6188; +0.01608 Ha = +0.437 eV; +0.01407 Ha = +0.383 eV
2: -0.4641; +0.01206 Ha = +0.328 eV; +0.01005 Ha = +0.273 eV
3: -0.3094; +0.00804 Ha = +0.219 eV; +0.00603 Ha = +0.164 eV
4: -0.1547; +0.00402 Ha = +0.109 eV; +0.00201 Ha = +0.055 eV
5: +0.0000; -0.00000 Ha = -0.000 eV; -0.00201 Ha = -0.055 eV
6: +0.1547; -0.00402 Ha = -0.109 eV; -0.00603 Ha = -0.164 eV
7: +0.3094; -0.00804 Ha = -0.219 eV; -0.01005 Ha = -0.273 eV
8: +0.4641; -0.01206 Ha = -0.328 eV; -0.01407 Ha = -0.383 eV
9: +0.6188; -0.01608 Ha = -0.437 eV; -0.01809 Ha = -0.492 eV
zero: initial N = 5.0000, total N = 4.5000 (e)
relaxation part = -0.00201 Ha = -0.0547 eV
N=8: EF-centre = 0.09000 Ha
bond bulk: N=8 -0.24000, N=9 -0.13500 Ha
bond surf: N=8 -0.20785, N=9 -0.11691 Ha
U = 0.1 Ha, N=8: V = 0.00957 Ha, dN = 0.0957 e, V/V_neutral = 0.7938
U = 1.0 Ha, N=8: V = 0.01175 Ha, dN = 0.0118 e, V/V_neutral = 0.9747
triangular band: zero at N = 4.4444 e
sc(100): Zb = 6, Zs = 5; int E dn = 0.5000 beta^2
sc(100) n = 0.6: V slab = 0.0923 beta, V rectangle = 0.0739 beta
sc(100) n = 0.7: V slab = 0.1589 beta, V rectangle = 0.1479 beta
sc(100) n = 0.8: V slab = 0.1271 beta, V rectangle = 0.2218 beta
sc(100) n = 0.9: V slab = 0.2467 beta, V rectangle = 0.2957 beta
fcc(100): int dn = -0.0000 beta, int E dn = 2.000 beta^2
fcc bulk: mu3 = -48.00 beta^3, skewness = -1.155
fcc(100): sign changes of dn = 1
fcc(100): crossing E = -0.56 beta, n = 0.329; n(centroid) = 0.384
Zn: eps(2p) = -36.7035 Ha, eps(3d) = -0.3889 Ha
remove 0.1 e from 4s: 2p -0.0321 Ha, 3d -0.0324 Ha, ratio 0.992
remove 0.1 e from 3d: 2p -0.0590 Ha, 3d -0.0539 Ha, ratio 1.094
```
